# Defect Emission Rates and Deep-Level Transient Spectroscopy from Detailed Balance, part 2

A defect captures an electron from the conduction band and later emits it thermally. The task is to relate its emission rate to a measured junction transient. Algebra is in atomic units ($\hbar$, electron mass and elementary charge are one). The letter $e$ denotes the emission rate of one filled defect, except as the base of an exponential.

$N_1$ and $N_0$ are the densities of filled and empty defects, and $n$ is that of conduction electrons. Capture proceeds at the rate per volume $R_{\rm cap}=c\,n\,N_0$, with $c=\sigma\bar v$. For one isotropic parabolic valley, detailed balance gave, for emission into an empty band,

$$e=\sigma\bar vN_c\,e^{-\Delta G/\theta},\qquad
\bar vN_c=\frac{2m\theta^2}{\pi^2},\qquad \theta=k_{\rm B}T .$$

Here $\sigma$ is the thermal capture cross-section, $\bar v$ the mean electron speed, $N_c$ the effective density of band states, $m$ the band mass and $T$ the temperature. $\Delta G$ is the free energy of the empty defect plus an electron at the band edge, minus that of the filled defect, degeneracy included.

**The example defect** has $m=0.30$ electron masses and

$$\Delta G=\Delta H-T\Delta S,\quad \Delta H=0.400\ \text{eV},\quad \Delta S=2k_{\rm B},$$

$$\sigma=\sigma_\infty e^{-E_\sigma/\theta},\quad
\sigma_\infty=10\ \text{Å}^2,\quad E_\sigma=0.050\ \text{eV},$$

with constant enthalpy $\Delta H$, entropy $\Delta S$ and capture barrier $E_\sigma$. At 250 K, $\theta=0.021543$ eV, $\sigma=0.982$ Å$^2$, $\Delta G=0.3569$ eV, $\bar vN_c=5.626\times10^{9}$ Å$^{-2}$ s$^{-1}$ and $e\approx352$ s$^{-1}$.

**The oscillator defect of the first half** has one vibrational mode, with quantum $\omega_0=0.045$ eV (empty, spin singlet) and $\omega_1=0.030$ eV (filled, spin doublet). The empty minimum, with the electron at the band edge, lies $\Delta_{\min}=0.400$ eV above the filled one. The minima are displaced, with relaxation energy 0.150 eV on the filled curve. Its rates come from Fermi's golden rule, and

$$\Delta G=\Delta_{\min}
+\theta\ln\frac{\sinh(\omega_0/2\theta)}{\sinh(\omega_1/2\theta)}
+\theta\ln2 .$$

The question now is how the rate $e$ appears in the capacitance of a junction containing many defects.

**A.** Consider a reverse-biased junction on n-type material, with a depleted layer of width $W$ and uniform positive charge density $\rho$. Let $\kappa$ be the relative permittivity. In atomic units Poisson's equation reads $\phi''=-4\pi\rho/\kappa$. The field vanishes at the neutral edge, so its magnitude at distance $x$ from that edge is $4\pi\rho x/\kappa$. Integrating across the layer gives the total potential drop

$$V=\int_0^W\frac{4\pi\rho x}{\kappa}\,dx=\frac{2\pi\rho W^2}{\kappa}.$$

A fast probe voltage moves the edge while the trap occupation stays frozen. The added charge per area is $\rho\,dW$, and the added voltage is $(4\pi\rho W/\kappa)\,dW$. Their quotient is the capacitance per area,

$$C=\frac{\kappa}{4\pi W}=\sqrt{\frac{\kappa\rho}{8\pi V}},$$

where the last form uses $W=\sqrt{\kappa V/(2\pi\rho)}$. At fixed $V$, $C$ is proportional to $\sqrt\rho$.

**Q.** And the defects change $\rho$?

**A.** Each emitted electron leaves one more unit of positive charge behind. A filling pulse first loads all $N_T$ traps per volume. After the pulse the layer is depleted, so $n\approx0$, recapture stops, and

$$\frac{dN_1}{dt}=-eN_1,\qquad N_1(t)=N_Te^{-et}.$$

If $\rho_\infty$ is the charge density after complete emission, then $\rho(t)=\rho_\infty-N_Te^{-et}$. With $r=N_T/\rho_\infty$,

$$\frac{C(t)}{C_\infty}=\sqrt{1-r\,e^{-et}}
\approx1-\frac r2e^{-et}\qquad(r\ll1).$$

The capacitance rises towards its final value, and for dilute traps it does so with the emission rate itself. This model takes the traps to be uniform and ignores the strip near the neutral edge, where band electrons still reach them.

**Q.** Deep-level transient spectroscopy plots a signal against temperature. Where does a peak come from if the decay is merely exponential?

**A.** From sampling at two fixed times $t_1<t_2$. To leading order in $r$, the normalised difference is

$$S=\frac{C(t_2)-C(t_1)}{C_\infty}
\approx\frac r2\left(e^{-et_1}-e^{-et_2}\right).$$

When the sample is cold, almost nothing has been emitted by either time. When it is hot, the emission is over before $t_1$. The difference is small in both limits and positive between them. I take $r$ and the completeness of filling to be independent of temperature, so that $S$ depends on $T$ through $e$ alone. Since $e$ rises with $T$ here, the maximum lies where $dS/de=0$:

$$-t_1e^{-et_1}+t_2e^{-et_2}=0
\quad\Rightarrow\quad e^{e(t_2-t_1)}=\frac{t_2}{t_1}.$$

(The base of the exponential is Euler's number; the $e$ in the exponent is the rate.) Taking the logarithm gives

$$e_{\rm peak}=\frac{\ln(t_2/t_1)}{t_2-t_1}.$$

It is the only stationary point, so it is the maximum. The two times define a rate window, and the peak marks the temperature at which the defect's rate matches it.

**Q.** You dropped higher powers of $r$. How much does that matter?

**A.** Take $t_2=2t_1$ and let $x=e^{-et_1}$, so that $e^{-et_2}=x^2$. With $\sqrt{1-y}\approx1-y/2-y^2/8$, the signal to second order in $r$ is

$$S\approx\frac r2(x-x^2)+\frac{r^2}{8}(x^2-x^4).$$

Setting its derivative to zero and dividing by $r/2$ gives

$$1-2x+\frac r4(2x-4x^3)=0 .$$

The leading solution is $x=\tfrac12$. With $x=\tfrac12+\delta$, the first two terms give $-2\delta$, and the bracket is $1-\tfrac12=\tfrac12$ at leading order. Hence $\delta=r/16$. Because $et_1=-\ln x\approx\ln2-2\delta$, the rate at the peak differs from the window rate by the relative amount

$$-\frac{2\delta}{\ln2}=-\frac{r}{8\ln2}.$$

For $r=0.010$ this is $-0.0018$. Peaks found numerically from the full square root show a largest deviation of $1.81\times10^{-3}$ in magnitude, relative to the window rate. In a real junction the neglected strip at the neutral edge is the larger correction, because its width changes with temperature. For the example defect with $\kappa=12$, doping $10^{15}$ to $10^{16}$ cm$^{-3}$ and a total drop of 1 to 5 V, it lowers the rate at the peak by 1 to 5 per cent and cuts the peak height to between about 0.3 and 0.65 of the ideal value. The fitted energy discussed below moves by less than 0.001 eV.

**Q.** What do these peaks look like for your example?

**A.** Four windows with $t_2=2t_1$ have the rates $\ln2/t_1$ and give:

| $t_1$ (s) | window rate (s$^{-1}$) | peak $T$ (K) |
|---|---|---|
| 0.001 | 693.1 | 257.58 |
| 0.003 | 231.0 | 245.45 |
| 0.010 | 69.3 | 233.35 |
| 0.030 | 23.1 | 223.27 |

A slower window moves the peak to lower temperature, where emission is slower.

**Q.** Then I plot $\ln(e/T^2)$ against $1/\theta$ and read the level depth from the slope. That must be $\Delta G$, since $\Delta G$ stands in the exponent.

**A.** It would be if $\Delta G$ and $\sigma$ did not vary with temperature. Let $\beta=1/\theta$. For a parabolic band with a temperature-independent mass,

$$\ln\frac e{T^2}=\text{const}+\ln\sigma-\beta\Delta G .$$

Dividing by $T^2$ has removed the temperature dependence of $\bar vN_c$. Define the local capture activation energy $E_\sigma=-d\ln\sigma/d\beta$, which need not be constant. For the other term,

$$\frac{d(\beta\Delta G)}{d\beta}=\Delta G+\beta\frac{d\Delta G}{dT}\frac{dT}{d\beta}.$$

At fixed pressure $d\Delta G/dT=-\Delta S$, and $T=1/(k_{\rm B}\beta)$ gives $dT/d\beta=-k_{\rm B}T^2$. The second term is therefore $\beta k_{\rm B}T^2\Delta S=T\Delta S$, and the sum is $\Delta G+T\Delta S=\Delta H$. Hence

$$-\frac{d\ln(e/T^2)}{d\beta}=\Delta H+E_\sigma .$$

The slope measures an enthalpy plus a capture activation energy. The entropy has moved into the intercept.

**Q.** You chose an exponential $\sigma$ and a constant $\Delta H$. Is the slope rule tested anywhere that this was not put in by hand?

**A.** Yes, in the oscillator defect of the first half. There the golden rule generates $\sigma(T)$, and $\Delta G$ is not linear in $T$. With quanta $\omega_0$ (empty) and $\omega_1$ (filled) and energy difference $\Delta_{\min}$ between the minima,

$$\beta\Delta G=\beta\Delta_{\min}+\ln\sinh\frac{\beta\omega_0}2-\ln\sinh\frac{\beta\omega_1}2+\ln2 .$$

Differentiating with respect to $\beta$ gives

$$\Delta H=\Delta_{\min}+\frac{\omega_0}2\coth\frac{\beta\omega_0}2
-\frac{\omega_1}2\coth\frac{\beta\omega_1}2 .$$

At 300 K this is 0.4034 eV. With an electronic coupling taken as independent of both the electron energy and the vibrational coordinate, the computed capture coefficient gives $E_\sigma=0.0324$ eV, and their sum is 0.4358 eV. This $E_\sigma$ is not a barrier height, since the two energy curves of this model never cross. It is a local slope that runs from 0.007 eV at 150 K to 0.042 eV at 400 K. It also depends on the coupling: one linear in the coordinate gives $-0.029$ or $+0.020$ eV, measured from the empty or the filled minimum. The slope of the computed emission rates is also 0.4358 eV.

That number lies near $\Delta G=0.4302$ eV, but the closeness is accidental. The slope exceeds $\Delta G$ by $E_\sigma+T\Delta S$. In this model $\Delta S=-1.04k_{\rm B}$, so $T\Delta S=-0.0268$ eV happens to cancel most of $E_\sigma$. Changing the relaxation energy to 0.05 or 0.30 eV leaves $\Delta G$ as it is and puts the slope 0.04 to 0.05 eV below it.

**Q.** Return to the four peaks. What would an experimenter report?

**A.** The outer two peaks show the arithmetic. Their rates differ by a factor of 30, so

$$\delta\ln\frac e{T^2}=\ln30-2\ln\frac{257.58}{223.27}
=3.401-0.286=3.115 .$$

Between the same temperatures, $1/\theta$ differs by 6.923 eV$^{-1}$. The apparent energy is $3.115/6.923=0.450$ eV. A straight-line fit to all four peaks gives 0.4500 eV, which agrees with $\Delta H+E_\sigma=0.400+0.050$ eV.

For the intercept, insert the example's $\sigma$ and $\Delta G$ into the rate:

$$e=\frac{2m\theta^2}{\pi^2}\,
\sigma_\infty e^{\Delta S/k_{\rm B}}\,
e^{-(\Delta H+E_\sigma)/\theta}.$$

Reading the prefactor as a constant cross-section gives

$$\sigma_{\rm app}=\sigma_\infty e^{\Delta S/k_{\rm B}}
=10\,e^2=73.9\ \text{Å}^2 .$$

The fit returns 74.0 Å$^2$, or $7.40\times10^{-15}$ cm$^2$. It is higher by about 0.18 per cent because each window rate is slightly larger than the rate at its peak, by the finite-$r$ shift just derived.

**Q.** So the experiment says 74 Å$^2$, while your defect has 0.98 Å$^2$ at 250 K. One of them must be wrong.

**A.** They answer different questions. The ratio is 75.4, and its parts can be traced. The entropy contributes $e^2=7.39$. Extrapolating the capture barrier to infinite temperature contributes $e^{0.050/0.021543}=10.2$. Their product is 75.3, and the small peak shift accounts for the remainder. Likewise, the apparent energy exceeds $\Delta G$ at 250 K by

$$E_\sigma+T\Delta S=0.050+0.0431=0.0931\ \text{eV}.$$

The apparent pair still reproduces the rate:

$$74.0\times5.626\times10^{9}\times e^{-0.450/0.021543}
\approx353\ \text{s}^{-1}.$$

This agrees with the direct value of 352 s$^{-1}$ within the finite-$r$ error. The two differences compensate in $e$. Trouble begins when one member of a pair is combined with a member of the other. Using $\sigma_{\rm app}$ with the actual $\Delta G$ would overestimate the emission rate at 250 K by a factor of about 75.

**Q.** Can the emission data alone tell me which part of the slope is a capture barrier?

**A.** No. The example's rate depends on $\Delta H$ and $E_\sigma$ through their sum, and on $\sigma_\infty$ and $\Delta S$ through $\sigma_\infty\exp(\Delta S/k_{\rm B})$. Different defects with the same two combinations give the same emission curve.

A capture measurement separates them. During a filling pulse in which emission is negligible, $dN_0/dt=-cnN_0$, so the number of empty traps falls as $\exp(-cnt)$. Varying the pulse length gives $c$ if $n$ is known, and hence $\sigma=c/\bar v$. Repeating this at several temperatures gives $E_\sigma=-d\ln\sigma/d\beta$, and subtracting it from the Arrhenius slope leaves $\Delta H$. With $\sigma$ and $e$ at the same temperature, the balance relation is solved for

$$\Delta G=\theta\ln\frac{\sigma\bar vN_c}{e}.$$

At 250 K the example gives $0.021543\times\ln(1.567\times10^7)=0.357$ eV, as it must. A factor of 2 error in $\sigma$ shifts this result by $\theta\ln2=0.015$ eV.

**Q.** I usually go the other way, from computed energies to a predicted spectrum. How accurate must they be?

**A.** At fixed $\sigma$, an error of 0.1 eV in $\Delta G$ changes $e$ at 250 K by $\exp(0.1/0.021543)$, about a factor of 100. The peak position is more forgiving, because a modest change of temperature restores the rate. From the slope rule and $d\beta=-\beta\,dT/T$,

$$\frac{d\ln e}{d\ln T}=2+\beta(\Delta H+E_\sigma).$$

Raise $\Delta H$ by a small constant $\eta$. This lowers $\ln e$ by $\beta\eta$, so keeping the rate at the window value requires

$$\frac{\delta T}{T}\approx\frac{\beta\eta}{2+\beta(\Delta H+E_\sigma)} .$$

Near 250 K, $\eta=0.010$ eV gives $0.464/22.9=0.020$, a shift of about 5 K. Predicted and measured peak temperatures are thus a sensible first comparison. Agreement in one peak does not validate $\Delta G$ and $\sigma$ separately, since their errors can compensate.

**Q.** When should I distrust the whole conversion, even with good inputs?

**A.** When the measured decay is not thermal emission into an empty conduction band. The junction field can lower the escape barrier, and a rate that changes with reverse bias is a warning of this. For a centre left with charge $+1$, ordinary fields suffice. At $\kappa=12$, a 2 V drop and doping $10^{15}$ to $10^{16}$ cm$^{-3}$, the Poole–Frenkel lowering at the point of largest field is 0.03 to 0.06 eV. This raises the local rate at 250 K by a factor of about 2 to 5. Near the neutral edge, recapture makes the local occupation relax at the rate $e+cn$ towards a partly filled state, and $n$ varies with position. A spread of defect environments likewise gives a spread of rates. In both cases the transient need not be a single exponential.

Exchange with the valence band can also interfere. If an empty defect emits a hole at rate $e_p$, it gains an electron, and

$$\frac{dN_1}{dt}=-eN_1+e_p(N_T-N_1)=-(e+e_p)N_1+e_pN_T .$$

The transient then decays at $e+e_p$, and some defects remain filled at the end. Identifying its rate with $e$ requires $e_p\ll e$.

Within the stated conditions, the numerical output below gives the values behind both examples. For a real defect, the comparison should be made between like quantities: a computed $\Delta H+E_\sigma$ with the Arrhenius slope, and a computed $\sigma(T)$ with a direct capture measurement.

## Calculated quantities

```
Oscillator defect model at 300 K
difference of energy minima = 0.400 eV
quantum, empty state = 0.045 eV
quantum, filled state = 0.030 eV
relaxation energy, filled state = 0.150 eV
dG = 0.43015 eV
dH = 0.40338 eV
dS/k_B = -1.0355 (no unit)
golden-rule e/(c N_c) = 5.93974e-08 (no unit)
exp(-dG/k_BT) = 5.93974e-08 (no unit)
rate error factor, minima difference for dG = 3.210 (no unit)
rate error factor, spin omitted = 2.000 (no unit)
Arrhenius slope energy = 0.43578 eV
capture activation energy = 0.03239 eV
DLTS example: inputs
band mass = 0.30 electron masses
sigma_inf = 10.00 angstrom^2
capture barrier = 0.050 eV
dH = 0.400 eV
dS/k_B = 2.00 (no unit)
trap share r = 0.010 (no unit)
Factors at 250 K
k_BT = 0.021543 eV
N_c = 3.1368e-06 angstrom^-3
mean speed = 1.7934e+15 angstrom/s
v N_c = 5.6255e+09 angstrom^-2 s^-1
sigma = 0.9818 angstrom^2
dG = 0.35691 eV
exp(-dG/k_BT) = 6.3818e-08 (no unit)
emission rate = 352.49 s^-1
Rate windows, t2 = 2 t1
t1 = 0.001 s: peak T = 257.580 K, window rate = 693.147 s^-1
t1 = 0.003 s: peak T = 245.447 K, window rate = 231.049 s^-1
t1 = 0.010 s: peak T = 233.351 K, window rate = 69.315 s^-1
t1 = 0.030 s: peak T = 223.271 K, window rate = 23.105 s^-1
largest relative peak-rate deviation = 1.81e-03 (no unit)
Arrhenius analysis
apparent energy = 0.45000 eV
dH + capture barrier = 0.45000 eV
apparent cross-section = 74.025 angstrom^2
apparent cross-section = 7.4025e-15 cm^2
sigma_inf exp(dS/k_B) = 73.891 angstrom^2
apparent / actual cross-section at 250 K = 75.39 (no unit)
apparent energy - dG at 250 K = 0.09309 eV
```
